# Why Perfectly Pinned Interface States Still Carry Charge

**Question.** At a metal-semiconductor contact with very many interface states, the Fermi level is pinned at the charge neutrality level, the position at which those states hold no net charge. Does it follow that perfectly pinned states are uncharged?

**Answer.** No. The charge is the product of the density of states and the distance of the Fermi level from neutrality. As the density grows without bound the distance shrinks to zero, and the product can keep a finite value. What that value is, and why it is generally not zero, is decided by electrostatics.

## The mechanism

Suppose a metal and a semiconductor are separated by a thin layer, and at first no charge has moved across it. The vacuum levels on the two sides agree, and the neutrality level generally lies above or below the metal's Fermi level. Take the case where it lies below. Electrons then flow from the metal into the interface states. The states become negative, the metal surface positive, and the field between them raises all electron energies on the semiconductor side, including the neutrality level itself.

The flow stops when the highest filled interface state has reached the Fermi level. Two things bring it there: the electrons fill states of increasing energy, and the field lifts the whole ladder. If the states are dense, a given charge needs hardly any climb up the ladder, so the field must do nearly all the lifting. A field needs charge. Removing the interface charge would remove the potential step that holds the neutrality level at the Fermi level.

## The charge of the states

The algebra uses atomic units, with charge counted positive for missing electrons. Let $D$ be the number of interface states per area and energy, constant across the gap from $E_v$ to $E_c$. States below $E_{\rm CNL}$ are donor-like: neutral when filled, positive when empty. States above it are acceptor-like: neutral when empty, negative when filled. They are in equilibrium with the metal, so their occupation $f$ is the Fermi function with the metal's Fermi level $E_F$. Their charge per area is

$$Q_{\rm is}=D\int_{E_v}^{E_{\rm CNL}}(1-f)\,dE-D\int_{E_{\rm CNL}}^{E_c}f\,dE
=D\Big[E_{\rm CNL}-E_v-\int_{E_v}^{E_c}f\,dE\Big].$$

When $E_F$ is several $kT$ from both band edges, the last integral is $E_F-E_v$, apart from terms of order $kT$ times the Boltzmann factor of the distance to the nearer edge. Hence

$$Q_{\rm is}=-D\,u,\qquad u=E_F-E_{\rm CNL}.$$

The neglected terms shift the point of zero charge by about $2\times10^{-8}$ eV in the example below. Strictly, $u$ is measured from that point.

## The potential step

Let $\phi_m$ be the metal work function, $\chi$ the electron affinity, $\phi_B=E_c-E_F$ the barrier at the interface, and $\phi_0=E_c-E_{\rm CNL}$. Then $u=\phi_0-\phi_B$.

The layer has thickness $d$ and relative permittivity $\kappa$. The states form a sheet on its semiconductor side, and the semiconductor behind them holds a space charge $Q_{\rm sc}$ per area. The metal surface carries the opposite of the total, $-(Q_{\rm is}+Q_{\rm sc})$. By Gauss's law the field in the layer has magnitude $4\pi|Q_{\rm is}+Q_{\rm sc}|/\kappa$. A positive charge on the semiconductor side makes the potential higher there, and electron energies lower, by

$$\frac{Q_{\rm is}+Q_{\rm sc}}{C},\qquad C=\frac{\kappa}{4\pi d}.$$

The vacuum level lies at $E_F+\phi_m$ on the metal side and at $E_F+\phi_B+\chi$ on the other. Its fall across the layer must equal this energy:

$$C(\phi_m-\chi-\phi_B)=Q_{\rm is}+Q_{\rm sc}.$$

Substitute $\phi_B=\phi_0-u$ and define the mismatch $W=\phi_m-\chi-\phi_0$:

$$C(W+u)=-Du+Q_{\rm sc}
\quad\Longrightarrow\quad
u=-\frac{CW-Q_{\rm sc}}{C+D}.$$

If $Q_{\rm sc}$ is negligible, the barrier is

$$\phi_B=\phi_0+\frac{CW}{C+D}=S(\phi_m-\chi)+(1-S)\phi_0,\qquad S=\frac{C}{C+D}.$$

The slope $S=\partial\phi_B/\partial\phi_m$ measures the pinning: $S=1$ is none and $S=0$ is perfect.

## The limit of infinite density

$Q_{\rm sc}$ itself depends on $\phi_B$, so the limit needs some care. Write the balance as

$$g(\phi_B)=D(\phi_B-\phi_0),\qquad g(\phi_B)=C(\phi_m-\chi-\phi_B)-Q_{\rm sc}(\phi_B).$$

The next section shows that $Q_{\rm sc}$ increases with $\phi_B$. Thus $g$ decreases while the right side increases, and there is one solution. It lies between $\phi_0$, where the right side vanishes, and the barrier without interface states, where $g$ vanishes. Between these points $|g|$ is at most $|g(\phi_0)|$, so

$$|u|=\frac{|g(\phi_B)|}{D}\le\frac{|g(\phi_0)|}{D}\longrightarrow 0 .$$

The charge is $Q_{\rm is}=g(\phi_B)$. Since $\phi_B\to\phi_0$ and $g$ is continuous,

$$\boxed{Q_{\rm is}\to Q_\infty=g(\phi_0)=CW-Q_{\rm sc}(\phi_0)}$$

The limit contains no $D$. It vanishes if $CW=Q_{\rm sc}(\phi_0)$; then $u=0$ solves the balance at every density, and the states are neutral without any help from pinning.

The approach follows from expanding $g$ about $\phi_0$. With $C_{\rm sc}=dQ_{\rm sc}/d\phi_B$ taken there, $g'(\phi_0)=-(C+C_{\rm sc})$, so $Q_{\rm is}\approx Q_\infty+(C+C_{\rm sc})u$. Inserting the leading result $u\approx-Q_\infty/D$ gives

$$Q_{\rm is}\approx Q_\infty\Big(1-\frac{C+C_{\rm sc}}{D}\Big).$$

The order of limits matters. All this holds $d$ fixed. If instead $d\to0$ at fixed $D$, then $C\to\infty$ and $S\to1$: the layer can no longer support a potential step, and pinning is lost. In this model strong pinning requires $D\gg C$, that is $4\pi dD/\kappa\gg1$. The loss of pinning at $d=0$ belongs to a sheet of states lying directly on a perfect conductor. A real contact can stay largely pinned without any layer, because its states extend into the semiconductor, so the opposite charges remain apart.

## The space charge

Let $V(x)$ be the upward bending of the bands relative to the bulk, in a semiconductor with $N$ ionized donors per volume. Holes are neglected and electrons follow Boltzmann statistics, so the charge density is $N(1-e^{-V/kT})$. The electrostatic potential is $-V$, and Poisson's equation reads

$$\varepsilon_sV''=N(1-e^{-V/kT}),\qquad \varepsilon_s=\kappa_s/4\pi.$$

Multiply by $V'$ and integrate from the bulk, where $V=V'=0$:

$$\tfrac12\varepsilon_sV'^2=N\big[V+kT(e^{-V/kT}-1)\big].$$

The charge per area is the integral of $\varepsilon_sV''$, which is $-\varepsilon_sV'(0)$. With $\xi$ the bulk value of $E_c-E_F$ and $v=(\phi_B-\xi)/kT$,

$$Q_{\rm sc}=\operatorname{sgn}(v)\sqrt{2\varepsilon_sNkT\,(e^{-v}+v-1)}.$$

The bracket grows with $|v|$ on both sides of zero, so $Q_{\rm sc}$ increases with $\phi_B$, as claimed.

## Why the charge survives: the energy

Leave out $Q_{\rm sc}$ and ask what charge $Q$ on the states minimizes the energy per area. Before any transfer $u=-W$, so moving charge between the metal and states at $E_{\rm CNL}$ contributes $-WQ$. Successive electrons must use levels ever farther from $E_{\rm CNL}$; after $n$ per area the distance is $n/D$, and the sum is $\int_0^{|Q|}(n/D)\,dn=Q^2/2D$. The field stores $Q^2/2C$. Therefore

$$\mathcal E(Q)=\frac{Q^2}{2C}+\frac{Q^2}{2D}-WQ,\qquad
\frac{Q}{C}+\frac{Q}{D}=W,\qquad Q=\frac{CD}{C+D}\,W .$$

The two costs act like capacitors in series. Raising $D$ removes the cost of filling levels but leaves the cost of the field, so the charge saturates at $CW$. The filling term's share of the two positive costs is $(1/D)/(1/C+1/D)=S$. Perfect pinning thus means that charging the states costs no level-filling energy; it does not mean that they stay uncharged.

## Indium on n-type silicon

Indium makes the point clearly because its work function is low. The model inputs, chosen near typical values and not meant as precise data, are $\phi_m=4.10$ eV, $\chi=4.05$ eV and $\phi_0=0.75$ eV. The residual layer is given $d=5$ Å and $\kappa=4$. The silicon is given $10^{16}$ donors per cm³, $\kappa_s=11.7$ and $\xi=0.20$ eV, at 300 K.

The mismatch is $W=4.10-4.05-0.75=-0.70$ eV. In electronvolts and angstroms the atomic unit of charge squared is 14.40 eV Å, so

$$C=\frac{4}{4\pi(5)(14.40)}=0.00442\ \text{eV}^{-1}\text{Å}^{-2},\qquad CW=-0.00309\ e/\text{Å}^2 .$$

At $\phi_B=\phi_0$, $v=0.55/0.02585=21.3$, and the space-charge formula gives $Q_{\rm sc}=2.6\times10^{-5}\,e/$Å². Hence

$$Q_\infty=-0.00309-0.00003=-0.00312\ e/\text{Å}^2=-5.0\ \mu\text{C/cm}^2,$$

or one extra electron per 320 Å². Solving the full balance with Fermi occupation gives:

| $D$ (eV⁻¹ Å⁻²) | $\phi_B$ (eV) | $u$ (eV) | $Q_{\rm is}$ ($e$/Å²) |
|---|---|---|---|
| 0.0004 | 0.114 | 0.636 | −0.00025 |
| 0.04 | 0.680 | 0.0702 | −0.00281 |
| 0.4 | 0.742 | 0.0077 | −0.00309 |
| 40 | 0.750 | 0.000078 | −0.00312 |

From the second row to the last, the offset falls by a factor of 900 while the charge grows by 11%. In the third row the charge is 1.1% short of its limit, as the expansion predicts: $(C+C_{\rm sc})/D=0.00445/0.4=0.011$.

At $D=0.04$, the slope is $S=0.00442/0.04442=0.0995$, and level filling takes this share of the stored energy. At a hundred times the density the share is 0.0011.

The first row shows what the charge accomplishes. With few states the barrier is small, even below $\xi$, so electrons accumulate in the silicon. Pinning has to create a barrier of 0.75 eV, and the negative interface charge lifts the bands to do so. In the limit the field in the layer is $0.70/5=0.14$ V/Å, or 14 MV/cm.

For comparison, a metal with $\phi_m=4.80$ eV has $W=0$. At $D=40$ its states carry $-2.6\times10^{-5}\,e/$Å², which merely balances the space charge. At such a high density the large charge for indium is therefore set by the mismatch, and adding further states hardly changes it.

## How far the model can be trusted

The density $D=0.04$ eV⁻¹ Å⁻², or $4\times10^{14}$ per eV cm², represents a strongly pinned metal contact; a well-passivated silicon-oxide interface has a density smaller by several orders of magnitude. The layer's thickness and permittivity are effective parameters, and the charge depends on them directly through $C$. The infinite-density limit is an idealization that a real contact only approaches.

The assumption that moves the charge most, among those sized here, is that the metal is a perfect conductor. In Thomas-Fermi screening its surface field $4\pi Q$ decays over a length $\lambda$, adding a potential drop $4\pi Q\lambda$. The length $d/\kappa$ in $1/C$ becomes $d/\kappa+\lambda$. For indium's rough electron density $\lambda=0.52$ Å, and the limiting charge is multiplied by $1.25/(1.25+0.52)\approx0.7$. This estimate omits the spill-out of metal electrons, which moves the metal's charge towards the layer and acts the other way. At a jellium surface of this density the spill-out even outweighs the screening length: the centre of the induced charge lies outside the edge of the positive background. The factor 0.7 therefore shows the effect of Thomas-Fermi screening alone, and the net correction at a real contact may have the opposite sign.

Real interface states also extend into the semiconductor. If their density decays over $L=3$ Å, the local offset obeys $\varepsilon_su''=(D/L)e^{-z/L}u$. At $D=0.04$, with doping omitted and a perfectly conducting metal, the charge is 7% smaller than for a sheet. As $D$ grows, the screening length near the front, $\sqrt{\varepsilon_sL/D}$, tends to zero, and the charge gathers at the layer. At ten thousand times the density it is $-0.00309\,e/$Å², equal to $CW$ at this precision. Penetration slows the charge's approach to its limit without changing that limit. It also preserves much of the pinning when there is no layer: at $d=0$ the same equation gives the slope $1/I_0(2\sqrt{DL/\varepsilon_s})$, where $I_0$ is a modified Bessel function, and this is 0.26 at $D=0.04$.

The layer field exceeds the rough breakdown field of thick silicon oxide, about 10 MV/cm, but that criterion does not carry over to a 5 Å film: an electron crossing it gains at most 0.70 eV from the field. Tunnelling matters more. For a barrier $B=3$ eV the transmission estimate $\exp(-2d\sqrt{2B})$ is $1.4\times10^{-4}$. With some $10^{15}$ attempts per second, an electron crosses within about 10 ps, which supports the assumed equilibrium with the metal in a steady measurement.

In the silicon behind the interface states the field is only 0.04 MV/cm. If the interface states respond fast enough to screen an electron as a metal would, its image energy $-1/(4\kappa_sx)$, added to the field term $-Fx$, lowers the barrier top by $\sqrt{F/\kappa_s}=0.022$ eV. If they do not, this formula no longer holds: the layer weakens the image attraction and, within a few ångströms of the interface, turns it into a repulsion, because silicon has the larger permittivity. This affects the current over the barrier; the potential step in the layer still requires its charge. The numerical output below lists the main values used here.

## Computed results

```
Indium on n-type silicon, rough inputs
temperature 300 K; kT 0.02585 eV
work function 4.10 eV; affinity 4.05 eV
phi_0 0.75 eV; gap 1.12 eV
layer 5.0 angstrom; kappa 4.0
semiconductor kappa 11.7
doping 1.0e+16 per cm3
bulk E_c-E_F 0.20 eV
mismatch W -0.700 eV
C 0.004421 per eV angstrom^2
reference D 0.040 per eV angstrom^2
  = 4.00e+14 per eV cm2
S at reference D: formula 0.0995, solved 0.0995
D [1/(eV A^2)], barrier [eV], E_F-E_CNL [eV], Q_is [e/A^2]
   0.0004   0.11388   6.361e-01 -2.5432e-04
   0.0040   0.38082   3.692e-01 -1.4767e-03
   0.0400   0.67979   7.021e-02 -2.8086e-03
   0.4000   0.74228   7.716e-03 -3.0865e-03
   4.0000   0.74922   7.793e-04 -3.1173e-03
  40.0000   0.74992   7.800e-05 -3.1204e-03
C*W -3.0948e-03 e/angstrom^2
space charge at phi_0 2.6035e-05 e/angstrom^2
limiting state charge -3.1208e-03 e/angstrom^2
  = -5.000 uC/cm2
area per extra electron 320 angstrom^2
limiting layer field 0.140 V/angstrom
  = 14.0 MV/cm
C_sc 2.484e-05 per eV angstrom^2
matched metal (W=0), largest D: Q_is -2.603e-05 e/A^2
filling share of stored energy, reference D 0.0995
filling share of stored energy, 100 times D 0.00110
Neglected effects (grid charges omit doping)
state depth 3.0 angstrom; metal r_s 2.4
sheet charge, reference D -2.7867e-03 e/angstrom^2
spread-state charge, reference D -2.5979e-03 e/angstrom^2
mesh shift on doubling step 0.00004 percent
spread-state charge, 10000 times D -3.0901e-03 e/A^2
metal screening length 0.524 angstrom
spread and screened, reference D -1.9213e-03 e/angstrom^2
screened limit -2.1801e-03 e/angstrom^2
  ratio to unscreened limit 0.704
semiconductor field 0.0403 MV/cm
image-force lowering 0.0223 eV
layer tunnel barrier 3.0 eV
layer transmission 1.40e-04
tunnel mass 0.26 m_e; E00 0.00106 eV
```
